# The Newton Decrement as an Estimate of Remaining SCF Energy Error

## Definitions and conventions

Hartree atomic units are used. Let $E$ be a smooth energy function of real parameters, with gradient $g$ and Hessian $H$ at the current point. A local minimum with energy $E^*$ lies at displacement $d$ from that point. I assume that $H$ is positive definite and define the Newton decrement

$$\lambda=\tfrac12\,g^TH^{-1}g .$$

It is the energy drop predicted by the local quadratic model: minimizing $g^Tp+\frac12p^THp$ gives $p=-H^{-1}g$ and the value $-\lambda$.

Lengths are measured with the Hessian: $\|v\|_H=(v^THv)^{1/2}$ for displacements and $\|w\|_{H^{-1}}=(w^TH^{-1}w)^{1/2}$ for gradients. I write

$$\delta=\|d\|_H,\qquad \nu=\|g\|_{H^{-1}}=\sqrt{2\lambda}.$$

Both have the unit hartree$^{1/2}$. The claim to be shown is that $E-E^*-\lambda$ is of third order in $\delta$. This does not mean that $\lambda$ reproduces the cubic term of the energy error.

## One variable

Put the minimum at $t=0$ and take $f(t)=E^*+\frac12at^2+\frac16bt^3$ with $a>0$. Then $f'=at+\frac12bt^2$ and $f''=a+bt$. The square of the gradient is

$$\left(at+\tfrac12bt^2\right)^2=a^2t^2+abt^3+\tfrac14b^2t^4=at^2(a+bt)+\tfrac14b^2t^4 .$$

Dividing by $2(a+bt)$, which must be positive, gives

$$\lambda=\tfrac12at^2+\frac{b^2t^4}{8(a+bt)},\qquad
f-E^*-\lambda=\tfrac16bt^3-\frac{b^2t^4}{8(a+bt)} .$$

The decrement has no cubic term, while the energy has one, so the difference starts at $bt^3/6$.

Limit: for $b=0$ the estimate is exact. In the opposite direction, $a+bt\to0$ makes $\lambda$ diverge although $f$ stays finite. The estimate belongs to the region where the local curvature is positive and changes little on the way to the minimum.

## Many variables

Let $H(sd)$ be the Hessian at the fraction $s$ of the straight path to the minimum, in the coordinates of the current point, so that $H(0)=H$. The gradient vanishes at the end of the path. Integrating the second derivative once and twice gives

$$0=g+Hd+r,\qquad r=\int_0^1[H(sd)-H]\,d\,ds,$$

$$E^*=E+g^Td+\tfrac12d^THd+R,\qquad R=\int_0^1(1-s)\,d^T[H(sd)-H]\,d\,ds .$$

Insert $g=-Hd-r$ in the energy equation:

$$E-E^*=d^THd+r^Td-\tfrac12d^THd-R=\tfrac12d^THd+r^Td-R .$$

Insert it in the decrement as well:

$$\lambda=\tfrac12(Hd+r)^TH^{-1}(Hd+r)=\tfrac12d^THd+r^Td+\tfrac12r^TH^{-1}r .$$

On subtraction, the first two terms cancel:

$$E-E^*-\lambda=-R-\tfrac12r^TH^{-1}r. \tag{1}$$

To bound the right side, let $L$ limit the change of the Hessian along the path,

$$|u^T[H(sd)-H]v|\le L\,s\,\delta\,\|u\|_H\|v\|_H,\qquad 0\le s\le1 .$$

With $u=v=d$ and $\int_0^1(1-s)s\,ds=\frac16$, this gives $|R|\le L\delta^3/6$. Since $\|r\|_{H^{-1}}$ is the largest value of $u^Tr$ over $\|u\|_H=1$, and $\int_0^1s\,ds=\frac12$, it also gives $\|r\|_{H^{-1}}\le L\delta^2/2$. Hence

$$|E-E^*-\lambda|\le\frac{L\delta^3}{6}+\frac{L^2\delta^4}{8}. \tag{2}$$

The unknown $\delta$ can be removed from the bound, provided it is known to be small enough. From $d=-H^{-1}g-H^{-1}r$ and the triangle inequality, $\delta\le\nu+L\delta^2/2$. If $L\delta\le1$, the last term is at most $\delta/2$, so $\delta\le2\nu$. Then

$$L\delta^3\left(\tfrac16+\tfrac{L\delta}{8}\right)\le\tfrac{7}{24}L\delta^3\le\tfrac73L\nu^3 . \tag{3}$$

As $\nu^2=2\lambda$, the error relative to $\lambda$ is at most $\frac{14}{3}L\nu$, which vanishes at convergence.

Limit: let the current point lie at $t$ on a ray through the minimum, with energy $f(t)$ along the ray. The path back runs against the ray, so its third derivative carries a minus sign and $R=-t^3f'''(0)/6+O(t^4)$. The other term in (1) is of fourth order. Therefore $E-E^*-\lambda=t^3f'''(0)/6+O(t^4)$, as in one variable.

## Closed-shell Hartree-Fock orbitals

Now the parameters are real orbital rotations. Occupied orbitals are $i,j$ and virtual ones $a,b$. The orbitals become $Ce^X$ with $X_{ai}=\kappa_{ai}$, $X_{ia}=-\kappa_{ai}$ and zero blocks otherwise. With $P=\mathrm{diag}(1,0)$ the occupied projector in the current orbitals, the density matrix is $2e^XPe^{-X}$. To second order its change is

$$\Delta=2[X,P]+[X,[X,P]] .$$

Multiplying the blocks gives

$$[X,P]=\begin{pmatrix}0&\kappa^T\\\kappa&0\end{pmatrix},\qquad
[X,[X,P]]=\begin{pmatrix}-2\kappa^T\kappa&0\\0&2\kappa\kappa^T\end{pmatrix}.$$

The Hartree-Fock energy is quadratic in the density matrix, so its change is

$$\Delta E=\mathrm{tr}(F\Delta)+\tfrac12\sum_{pqrs}\Delta_{pq}\left[(pq|rs)-\tfrac12(pr|qs)\right]\Delta_{rs},$$

where $F$ is the current Fock matrix and $(pq|rs)$ is a repulsion integral in charge-density order. The Fock term contributes

$$4\sum_{ai}F_{ai}\kappa_{ai}+2\sum_{abi}F_{ab}\kappa_{ai}\kappa_{bi}-2\sum_{aij}F_{ij}\kappa_{ai}\kappa_{aj}.$$

In the two-electron term, second order needs the first-order density $2[X,P]$ alone. The factor $\frac12\cdot2\cdot2=2$ stands in front. Each index pair can be $ai$ or $ia$, so the Coulomb part is $2\cdot4(ai|bj)$. The four exchange combinations give $(ab|ij)$ twice and $(aj|ib)$ twice, with the prefactor $-\frac12$. The sum is

$$2\sum_{aibj}\kappa_{ai}\left[4(ai|bj)-(ab|ij)-(aj|ib)\right]\kappa_{bj}.$$

Comparison with $g^T\kappa+\frac12\kappa^TH\kappa$ gives $g_{ai}=4F_{ai}$ and $H=D+B$, where

$$D_{ai,bj}=4(F_{ab}\delta_{ij}-F_{ij}\delta_{ab}),$$
$$B_{ai,bj}=4\left[4(ai|bj)-(ab|ij)-(aj|ib)\right].$$

No stationarity was used, so these formulas hold away from the minimum too. If the occupied and virtual blocks of $F$ are diagonalized separately, $D$ becomes diagonal with entries $4(\varepsilon_a-\varepsilon_i)$. Replacing $H$ by $D$ gives the cheap estimate

$$\lambda_D=\tfrac12g^TD^{-1}g=\tfrac12\sum_{ai}\frac{16F_{ai}^2}{4(\varepsilon_a-\varepsilon_i)}=2\sum_{ai}\frac{F_{ai}^2}{\varepsilon_a-\varepsilon_i}.$$

It omits $B$, the response of the mean field to the rotation.

## The price of orbital-energy differences

**One rotation.** With a single occupied and a single virtual orbital, all matrices are numbers, and $\lambda_D/\lambda=H/D=1+k$ with

$$k=\frac{B}{D}=\frac{3(ai|ai)-(aa|ii)}{\varepsilon_a-\varepsilon_i}.$$

The integral $(aa|ii)$ between the two orbital densities lowers the curvature and, taken alone, would make $\lambda_D$ too small. The self-repulsion $(ai|ai)$ of the transition density acts the other way, and the sign of $k$ tells which of the two prevails.

**All rotations.** Assume $D$ positive definite and set $K=D^{-1/2}BD^{-1/2}$, so that $H=D^{1/2}(1+K)D^{1/2}$. Let $K$ have eigenvalues $k_m$; positive $H$ means $k_m>-1$. With $y=D^{-1/2}g$ and its components $y_m$ along the eigenvectors,

$$\lambda=\tfrac12\sum_m\frac{y_m^2}{1+k_m},\qquad \lambda_D=\tfrac12\sum_my_m^2,$$

$$\lambda_D-\lambda=\tfrac12\sum_mk_m\frac{y_m^2}{1+k_m}.$$

The last sum is $\lambda$ times a weighted mean of the $k_m$, with nonnegative weights. Therefore

$$\frac{\lambda_D}{1+k_{\max}}\le\lambda\le\frac{\lambda_D}{1+k_{\min}},\qquad |\lambda_D-\lambda|\le\|K\|\lambda, \tag{4}$$

where $\|K\|$ is the largest $|k_m|$. Combined with (2),

$$|E-E^*-\lambda_D|\le\|K\|\lambda+\frac{L\delta^3}{6}+\frac{L^2\delta^4}{8}. \tag{5}$$

The first term is of second order, like the energy error itself. In general, the relative error of $\lambda_D$ does not vanish at convergence.

Limits: for $B=0$ the two estimates coincide. As $k_{\min}\to-1$ the solution approaches an instability, and $\lambda$ can exceed $\lambda_D$ by any factor. A gap in the orbital energies does not exclude this. A simpler bound is $\|K\|\le\|B\|/D_{\min}$, with $D_{\min}$ the lowest eigenvalue of $D$. If it is below one, $H$ is positive definite. This guarantees stability against real closed-shell rotations, but not against spin-unrestricted ones.

The limits in (4) can be reached. Near the minimum a displacement $x$ produces $g\approx Hx$. Taking $x\propto D^{-1/2}v_m$, with $v_m$ an eigenvector of $K$, gives $y\propto v_m$ and $\lambda_D/\lambda\to1+k_m$.

## HCl: a controlled displacement

The example is HCl in restricted Hartree-Fock with the 6-31G basis at a bond length of 2.4 bohr. There are 9 occupied and 6 virtual orbitals, hence $9\times6=54$ rotations. Electron correlation and the rest of the basis are left out; $\lambda$ measures convergence within this model and not these omissions. The lowest Hessian eigenvalue at the reference solution is 1.37 hartree, so it is a minimum for real closed-shell rotations.

The highest occupied σ orbital is mixed with the lowest σ* orbital. The amplitude $t$ is scaled so that $x^THx=1$ hartree at the minimum, and the leading energy error is $t^2/2$ hartree. One unit of $t$ is a rotation by 0.624 rad. Because $e^{tX}$ is undone by $e^{-tX}$, the displacement back is known: $d=-tx$.

At $t=0.05$ the true error is $1.2578\times10^{-3}$ hartree and $\lambda=1.2514\times10^{-3}$ hartree. The difference, $6.4\times10^{-6}$ hartree, is 0.5% of the true error. The orbital-energy estimate, $1.103\times10^{-3}$ hartree, lies below the true error by 12% of that error.

The cubic coefficient of $E-E^*-\lambda$ is 0.06695 hartree, and $f'''(0)/6$ from energies alone is 0.06694 hartree; their agreement within 1% is a test of the leading term. At finite $t$ the residual divided by $t^3$ is smaller: 0.05905, 0.05113, 0.03515 and 0.00205 hartree for $t=0.025$, 0.05, 0.1 and 0.2. The shortfall from 0.0669 roughly doubles with each doubling of $t$, as a quartic term with coefficient near $-0.32$ hartree would give. At $t=0.2$ this term nearly cancels the cubic one, so the very small error there is a coincidence of size and not a sign of faster convergence.

For the bound, $L$ was sampled at four points of the path from $t=0.05$, giving $L=0.502$ hartree$^{-1/2}$. A sampled maximum is not a proven one, so this checks (2) numerically and does not certify it for the whole path. With $\delta=0.0504$ hartree$^{1/2}$,

$$\frac{0.502(0.0504)^3}{6}+\frac{(0.502)^2(0.0504)^4}{8}
\approx1.07\times10^{-5}+0.02\times10^{-5}$$

in hartree, or $1.09\times10^{-5}$ hartree in total, above the actual $0.64\times10^{-5}$ hartree. Here $L\delta=0.025$, so (3) applies. Its bound of $1.5\times10^{-4}$ hartree is much looser, chiefly because $\delta\le2\nu$ is generous when $\delta$ and $\nu$ almost agree.

## HCl: which modes mislead the cheap estimate

At the minimum $k_{\min}=-0.4825$ and $k_{\max}=0.2799$. Inequality (4) becomes

$$\frac{\lambda_D}{1.2799}=0.78\,\lambda_D\le\lambda\le\frac{\lambda_D}{0.5175}=1.93\,\lambda_D .$$

Near this minimum, to leading order, the true error can thus be almost twice the cheap estimate. The mode with $k_{\min}$ has Π symmetry and breaks the axial symmetry of the molecule. For displacements that keep the full symmetry (Σ$^+$) the lowest value is $k=-0.342$, and the factor is 1.52. Small displacements along the two extreme modes gave $\lambda_D/(E-E^*)=0.5175$ and 1.2799, which tests that both limits are reached.

Each $k$ splits into a Coulomb part, from $16(ai|bj)$, and an exchange part, from the two other integrals in $B$:

$$-0.4825=0.0933-0.5758,\qquad 0.2799=0.8508-0.5709 .$$

For these two modes the exchange parts are almost equal, and the Coulomb response makes the difference between the one for which $\lambda_D$ is too small and the one for which it is too large. This is not a rule for the whole spectrum: over all modes the exchange part runs from $-0.58$ to almost zero.

These numbers belong to the 6-31G basis and are not converged. In cc-pVTZ, $k_{\min}=-0.518$ and $k_{\max}=0.345$, with exchange parts $-0.62$ and $-0.55$. The lowest Hessian eigenvalue falls from 1.37 to 1.29 hartree, and the simpler bound quoted next rises from 1.13 to 2.26.

The simpler bound gives $\|K\|\le1.13$, against the actual 0.48. Being above one, it cannot establish stability against real closed-shell rotations here, although the lowest Hessian eigenvalue shows that the solution has it.

## HCl: an actual SCF iteration

In a plain Roothaan iteration each Fock matrix is diagonalized to give the next orbitals, without mixing. The start is the MINAO guess of PySCF, which has the axial symmetry of the molecule; the values at a given cycle depend on this choice. Three cycles, with energies in hartree, read:

| Cycle | $E-E^*$ | $\lambda$ | $\lambda_D$ |
|---|---|---|---|
| 2 | 5.927e-4 | 5.909e-4 | 6.172e-4 |
| 4 | 3.630e-6 | 3.629e-6 | 3.620e-6 |
| 7 | 3.248e-9 | 3.249e-9 | 2.722e-9 |

The ratio $\lambda_D/\lambda$ falls from 1.04 to 1.00 and then to 0.84. Close to the minimum $D$ and $H$ are nearly constant, so this ratio depends on the direction of the gradient and not on its length. Its drift shows that the composition of the error changes from cycle to cycle. The good value at cycle 4 is a crossing between over- and underestimation. Later the ratio keeps falling, to 0.66 at cycle 18, close to the value $1-0.342$ of the lowest Σ$^+$ mode. From a start that breaks the axial symmetry it goes instead to $1+k_{\min}=0.52$.

The last energy change measures something else. If the energy error shrinks by a factor $\rho$ per cycle, the last drop is $(1/\rho-1)$ times the remaining error. From cycle 5 to cycle 6, $\rho=3.216\times10^{-8}/3.330\times10^{-7}=0.097$, and the drop is $9.4$ times the remaining error. Here it is a cautious criterion. For $\rho>\frac12$ the same formula makes the drop smaller than the remaining error, and a stop based on it can come too early.

## Numerical noise

Let the computed gradient be $g+\eta$, with $H$ unchanged. Expanding the quadratic form,

$$\lambda(g+\eta)-\lambda(g)=\eta^TH^{-1}g+\tfrac12\eta^TH^{-1}\eta ,$$

and the Cauchy-Schwarz inequality in the $H^{-1}$ norm gives

$$|\lambda(g+\eta)-\lambda(g)|\le\nu\|\eta\|_{H^{-1}}+\tfrac12\|\eta\|_{H^{-1}}^2. \tag{6}$$

Limit: at the minimum $\nu=0$, and the false decrement is quadratic in the noise. Subtracting total energies has no such protection, since each is rounded relative to its full size of 460 hartree.

A Fock matrix built in single precision shows the difference. At $t=0.001$ it changes $\lambda$ from $5.000\times10^{-7}$ to $5.022\times10^{-7}$ hartree. The change of $2.2\times10^{-9}$ hartree respects the bound (6) of $7.6\times10^{-9}$ hartree; its size and sign depend on the order of summation. At the minimum the false decrement in this run is $1.4\times10^{-11}$ hartree (the exact value depends on the order of summation), whereas neighbouring single-precision numbers near $|E^*|$ are $3.1\times10^{-5}$ hartree apart.

In double precision this spacing is $5.7\times10^{-14}$ hartree. At $t=10^{-7}$ the quadratic law predicts an error of $5.0\times10^{-15}$ hartree, and $\lambda$ returns that value. The subtracted energies give $1.1\times10^{-13}$ hartree in this run, two spacings. This is rounding noise: mathematically equivalent evaluations scatter over several spacings of either sign. An energy-change threshold below the rounding level therefore tests noise, while the decrement still resolves the distance to the minimum. The remaining values are in the numerical output.

## Calculated quantities

```
HCl RHF/6-31G, bond length = 2.4 bohr
occupied, virtual, rotations = 9, 6, 54
minimum energy E* = -460.03679363 hartree
gradient norm at minimum = 1.3e-13 hartree
lowest Hessian eigenvalue = 1.3690 hartree
HOMO-LUMO gap = 0.6419 hartree
sigma, sigma* orbital numbers = 7, 10
rotation angle per unit t = 0.6240 rad
f'''(0)/6 from energies = 0.06694 hartree
cubic coefficient of E-E*-lam = 0.06695 hartree
t | E-E* | lam | lamD (hartree) | (E-E*-lam)/t^3 | lamD/(E-E*)
0.200 2.037533e-02 2.035897e-02 1.846869e-02 0.00205 0.9064
0.100 5.057160e-03 5.022009e-03 4.479813e-03 0.03515 0.8858
0.050 1.257765e-03 1.251374e-03 1.102630e-03 0.05113 0.8767
0.025 3.135086e-04 3.125860e-04 2.734793e-04 0.05905 0.8723
t=0.05: sampled L = 0.5016 hartree^-1/2, L*delta = 0.0253
t=0.05: delta = 0.05043, nu = 0.05003 hartree^1/2
t=0.05: |E-E*-lam| = 6.391e-06 hartree
t=0.05: bound with delta = 1.092e-05 hartree
t=0.05: bound with nu only = 1.465e-04 hartree
t=0.05: |E-E*-lamD| = 1.551e-04 hartree
t=0.05: its combined bound = 6.132e-04 hartree
norm of K = 0.4825, crude bound = 1.1285
kmin = -0.4825: Coulomb part 0.0933, exchange part -0.5758
  measured lamD/(E-E*) along this mode = 0.5175
kmax = 0.2799: Coulomb part 0.8508, exchange part -0.5709
  measured lamD/(E-E*) along this mode = 1.2799
cycle | E-E* | lam | lamD | last energy drop (all hartree)
 2 5.9266e-04 5.9087e-04 6.1719e-04 1.6412e-02
 3 4.2336e-05 4.2363e-05 4.3879e-05 5.5033e-04
 4 3.6295e-06 3.6287e-06 3.6203e-06 3.8707e-05
 5 3.3302e-07 3.3304e-07 3.1500e-07 3.2965e-06
 6 3.2158e-08 3.2158e-08 2.8638e-08 3.0086e-07
 7 3.2479e-09 3.2487e-09 2.7218e-09 2.8911e-08
 8 3.3987e-10 3.4086e-10 2.6995e-10 2.9080e-09
 9 3.6096e-11 3.6862e-11 2.7828e-11 3.0377e-10
t=0.001: lam double = 5.00000e-07 hartree
t=0.001: lam single-precision Fock = 5.02240e-07 hartree
t=0.001: bound on their difference = 7.57e-09 hartree
single precision: lam floor at minimum = 1.42e-11 hartree
single precision: spacing at |E*| = 3.05e-05 hartree
t=1e-7: quadratic-law error t^2/2 = 5.0000e-15 hartree
t=1e-7: lam = 5.0000e-15 hartree
t=1e-7: subtracted energies = 1.14e-13 hartree
double precision: spacing at |E*| = 5.68e-14 hartree
```
